Localisation and Hopping of One Electron Between Two Cerium Sites, part 2

An excess electron in ceria can localise on one cerium ion by pushing its oxygen neighbours outwards. The problem treats two equivalent sites i = 1, 2, with occupations n₁ + n₂ = 1 and breathing coordinates x_i:

H = T_lat + (K/2)(x₁² + x₂²) − F(x₁n₁ + x₂n₂) − t(|1⟩⟨2| + |2⟩⟨1|).

Here T_lat is the lattice kinetic energy, M the mass of each mode, K the spring constant, F the coupling force and t > 0 the transfer energy. The antisymmetric distortion is q = (x₁ − x₂)/√2; the symmetric mode only adds −λ/4 to the energy. Further, u = Fq/√2, σz = n₁ − n₂, σx = |1⟩⟨2| + |2⟩⟨1|, and λ = F²/K is the reorganisation energy, twice the relaxation energy of an isolated site.

For a classical lattice, (b) gave the electronic matrix, the lower energy surface and its charge difference:

−uσz − tσx = [ −u, −t ; −t, +u ],

E₋(u) = u²/λ − S, with S = √(u² + t²),

⟨σz⟩ = u/√(u² + t²).

For λ > 2t (the pair threshold) there are two minima at q = ±q₀m, with q₀ = F/(√2 K), charge difference ±m and m = √(1 − 4t²/λ²). The barrier between them, with its crest at q = 0, is

**Δ = (λ − 2t)²/(4λ)**.

The curvature is Km² in the wells and K[1 − λ/(2t)] at the crest. With ω = √(K/M) and ω_w = ωm, the classical hopping rate of the pair from (g) is

k = (ω_w/2π) exp(−Δ/k_BT).

The example has K = 800 eV/nm², F = 40 eV/nm, t = 0.10 eV and M = 16 u, hence λ = 2.0 eV, Δ = 0.405 eV and ħω = 0.0457 eV. At 320 K, k_BT = 0.0276 eV and k ≈ 4.6 × 10⁶ s⁻¹.

### (h) Can the charge move during a polishing contact?

Extend the pair rate to a lattice of cerium sites with spacing a = 0.38 nm, and compare it with the time for which a particle stays under a pad asperity.

**Solution.** The cerium ions of ceria form a face-centred cubic lattice with 12 nearest neighbours. Assume that the electron stays localised between hops, that each neighbour is reached at the pair rate k, and that successive hops are independent. The first assumption does not follow from the pair model. If t = 0.10 eV acted with the same sign between all neighbours, an electron spread evenly over the undistorted lattice would have the energy −12t = −1.2 eV. To second order in t, a localised one would have −λ/2 − 12t²/λ = −1.06 eV. Higher orders lower this by only about 0.02 eV, so the localised state remains the higher one. On such a lattice it becomes the lower one only for λ above about 2.3 eV, so the pair threshold λ = 2t does not carry over to the cerium lattice. The rate k is therefore used here as an assumed hopping rate, and not as a result for a lattice with this t between all neighbours. After a time τ the mean square displacement along x is

⟨x²⟩ = τ Σ_i k x_i² = 2Dτ,

where the sum runs over the neighbours. Eight of them have x_i = ±a/√2 and four have x_i = 0. The sum of x_i² is 8 × a²/2 = 4a², so

D = 2ka² = 2 × 4.6 × 10⁶ × (0.38 × 10⁻⁷)² cm²/s = 1.33 × 10⁻⁸ cm²/s.

For dilute carriers of charge magnitude e, drift and diffusion must cancel in equilibrium. The density then follows a Boltzmann factor exp(−U/k_BT), and the cancellation requires the mobility μ = eD/(k_BT). Hence

μ = 1.33 × 10⁻⁸ cm²/s / 0.0276 V = **4.8 × 10⁻⁷ cm²/Vs**.

A rough contact length of 10 µm at a pad speed of 1 m/s gives a contact time of 10 µs. In this time a pair sees on average kτ = 46 hops. On the lattice, the root-mean-square displacement in three dimensions is

√(6Dτ) = √(12kτ) a = √(12 × 46) × 0.38 nm ≈ 9 nm.

At this assumed hopping rate the excess charge could rearrange over several nanometres during one contact. This says nothing yet about the removal of silica, which also depends on bond formation, on water and on mechanical load.

### (i) What happens if the two sites are not equivalent?

Let site 1 lie higher than site 2 by ε > 0. Find the change of the barriers for small ε, and the largest ε for which two minima remain.

**Solution.** Adding (ε/2)σz changes the electronic matrix to −(u − ε/2)σz − tσx. With s = u − ε/2 and now S = √(s² + t²),

E₋ = (s + ε/2)²/λ − S.

To first order in ε, the energy of a stationary point changes by the expectation value of the added term, since the shift of the point itself contributes in second order. The well on site 1 rises by mε/2, the well on site 2 falls by mε/2, and the crest, with ⟨σz⟩ = 0, stays. The barriers are

from the lower site: Δ + mε/2,  from the higher site: Δ − mε/2.

For ε = 0.10 eV these give 0.455 and 0.355 eV. The numerical stationary points give 0.456 and 0.357 eV, both higher by about 0.0014 eV. This remainder is the second-order rise of the crest. The condition dE₋/ds = 0 reads

2(s + ε/2)/λ = s/S, or ε/2 = s[λ/(2S) − 1].

Near the crest S ≈ t, so s = εt/(λ − 2t) and s + ε/2 = λs/(2t). Inserting these and expanding S ≈ t + s²/(2t),

E_crest ≈ λs²/(4t²) − t − s²/(2t) = −t + s²(λ − 2t)/(4t²) = −t + ε²/[4(λ − 2t)].

The last term is 0.01/7.2 eV = 0.0014 eV, as found.

For the limit on ε, consider g(s) = s[λ/(2S) − 1] for s > 0. The stationary points are the solutions of g(s) = ε/2. The function starts at zero with positive slope, passes a single maximum and then falls without limit. Since g is odd, one further solution lies at negative s. Two solutions at positive s, the crest and the upper well, exist as long as ε/2 is below the maximum. There

dg/ds = λt²/(2S³) − 1 = 0, so S³ = λt²/2.

Put L = λ/2. Then S = L^(1/3) t^(2/3), and

s² = S² − t² = t^(4/3)[L^(2/3) − t^(2/3)],

L/S − 1 = [L^(2/3) − t^(2/3)]/t^(2/3).

The powers of t cancel in the product g = s(L/S − 1), which leaves g_max = [L^(2/3) − t^(2/3)]^(3/2). Doubling it and taking the 2 inside as 2^(2/3),

ε_max = [λ^(2/3) − (2t)^(2/3)]^(3/2).

The example gives 1.39 eV. A numerical count of minima found two at 0.98 ε_max and one at 1.02 ε_max. For ε = 0 the condition returns λ > 2t. A biased pair therefore needs a larger λ to keep two minima.

### (j) Does the threshold survive if the lattice is quantum mechanical?

**Solution.** For an isolated, symmetric pair it does not survive as a sharp transition. Let ψ₁(q) and ψ₂(q) be the lattice wave functions that go with the electron on sites 1 and 2. The transfer energy is −2t∫ψ₁ψ₂ dq for real functions. Replacing both by their absolute values cannot raise this term, leaves the potential energy unchanged and does not raise the kinetic energy. A ground state can thus be chosen non-negative. It has no zeros, because kinetic energy connects neighbouring q and t connects the two sites. Two such positive states cannot be orthogonal, so the ground state is unique. Exchanging the sites together with q → −q must then reproduce it, which gives ⟨n₁ − n₂⟩ = 0 for any finite coupling.

What changes with λ is the time the electron needs to tunnel. For small t, the two lowest states are combinations of Gaussians centred at ±q₀, with density width set by ℓ² = ħ/(Mω) = ħω/K. Their overlap is exp(−q₀²/ℓ²). With q₀² = F²/(2K²) = λ/(2K), the exponent is q₀²/ℓ² = λ/(2ħω). The transfer term splits the pair by

δE ≈ 2t exp[−λ/(2ħω)], for t much smaller than ħω.

At λ = 0.2 eV, t = 0.001 eV and ħω = 0.0457 eV, full diagonalisation agrees with this within 1 percent. The example has t > ħω, outside the stated condition. The formula would give about 6 × 10⁻¹¹ eV, whereas diagonalisation gives 1.0 × 10⁻¹⁰ eV. At the classical threshold λ = 0.2 eV with t = 0.10 eV, the splitting is 0.023 eV, about half a vibrational quantum. There the electron is not localised in any practical sense.

A splitting of 10⁻¹⁰ eV is easily overcome. The two lowest states are combinations of one state in each well, with charge differences close to ±m. In the basis of these two well states, a bias ε puts ±mε/2 on the diagonal, and the splitting corresponds to an off-diagonal element −δE/2. This is the matrix of (b) with other entries, so the ground state has a charge difference of magnitude close to m × mε/√(m²ε² + δE²). A bias of 10⁻⁶ eV already gives a ground state with charge difference 0.995. Any real surroundings are likely to supply more than that.

A useful practical mark is the coupling at which the barrier equals the zero-point energy of the well:

(λ − 2t)²/(4λ) = ħωm/2.

For the chosen t and ħω this happens at λ = 0.37 eV, nearly twice the classical threshold. This is a marker within a gradual change and not a second threshold. The example, at 2.0 eV, lies far beyond it.

### (k) How far does quantum motion change the hopping rate?

**Solution.** At the crest the curvature is negative, with ω_b = ω√(λ/(2t) − 1) = 3ω. The energy ħω_b = 0.137 eV is five times k_BT, so a classical crossing cannot be taken for granted.

There is also a correction to the adiabatic surface itself. Let φ(q) be the real, normalised lower electronic state. The kinetic energy acts on φ(q)χ(q), where χ is the lattice wave function. Projecting onto φ gives

−(ħ²/2M)[χ″ + 2⟨φ|φ′⟩χ′ + ⟨φ|φ″⟩χ].

From ⟨φ|φ⟩ = 1 follow ⟨φ|φ′⟩ = 0 and ⟨φ|φ″⟩ = −⟨φ′|φ′⟩. The surface is raised by (ħ²/2M)⟨φ′|φ′⟩. The state is φ = (cos α, sin α), with cos 2α = u/S and sin 2α = t/S, so ⟨φ′|φ′⟩ = (dα/dq)². At the crest 2α changes at the rate F/(√2 t) in magnitude, and (dα/dq)² = F²/(8t²). With F² = Kλ and K = Mω²,

δE_crest = ħ²F²/(16Mt²) = (ħω)²λ/(16t²) = 0.026 eV.

This is close to k_BT. Taken alone in the classical formula, it would lower the rate by a factor exp(−0.026/0.0276) ≈ 0.39. It grows as 1/t², a sign that the adiabatic picture fails for small t.

The combined effect needs both electronic states and a quantum lattice. Let h be 1 for q > 0 and 0 for q < 0, and let J = dh/dt′ be the flux operator, with t′ the time. With β = 1/(k_BT), prepare a thermal state on the left:

ρ = e^(−βH/2)(1 − h)e^(−βH/2)/Z_r,

where Z_r is half the partition function by symmetry. The probability P on the right obeys dP/dt′ = Tr[ρJ(t′)]. At t′ = 0 this is zero, since ρ is real and symmetric while J is imaginary and antisymmetric. Moving the time dependence onto 1 − h and differentiating once more,

d²P/dt′² = Tr[e^(−βH/2) J(−t′) e^(−βH/2) J]/Z_r.

Integrating the right-hand side from zero gives dP/dt′. Once it has settled to a constant, and before the lattice swings back after about one well period of 91 fs, this constant is the rate.

In the example it varies by less than 0.1 percent between 30 and 50 fs and equals 7.7 × 10⁶ s⁻¹, which is 1.7 times the classical rate. The effects that raise the rate, such as tunnelling and the zero-point energy of the well, thus outweigh the crest correction. The calculation does not separate their shares. With a mass 16 times larger and all else fixed, the ratio to the classical rate is 1.03, as expected near the classical limit. If the factor 1.7 is carried over to (h), the mobility becomes about 8 × 10⁻⁷ cm²/Vs.

### (l) How does the model compare with real ceria?

**Solution.** Hopping energies measured by high-temperature transport in slightly reduced bulk ceria are roughly 0.4 eV; a wet particle surface may differ. The barrier of 0.405 eV has this size because the parameters were placed in that regime, so the agreement is no prediction. The quantum of 0.046 eV is of the usual size for oxygen vibrations in an oxide. The transfer energy is the least certain input; 4f orbitals are compact, and t may well be smaller than 0.10 eV.

The assumption that an abrasive particle most plainly breaks is the equivalence of the sites. Vacancies, steps and adsorbed species shift the site energies. For an assumed bias of 0.10 eV, the barriers of (i) change the classical rate at 320 K by a factor of about 6, downwards from the lower site and upwards from the higher one. Water and the surface may add to λ, and each added 0.1 eV raises the barrier by about 0.025 eV. The coupling of neighbouring breathing modes through shared oxygen atoms, the several 4f orbitals, a transfer energy that varies with distortion, anharmonic bonds and repulsion between excess electrons are left out, and their effect is not sized here. The remaining values are listed in the numerical output.

Computed results

```
Spring constant K: 800 eV/nm^2
Coupling force F: 40.0 eV/nm
Transfer energy t: 0.100 eV
Mode mass: 16.0 u
Temperature: 320 K
Thermal energy: 0.02758 eV
Vibrational quantum: 0.04572 eV
Reorganisation energy lambda: 2.0000 eV
Threshold lambda = 2t: 0.2000 eV
Threshold force from curvature: 12.650 eV/nm
Undressed well position q0: 0.03536 nm
Adiabatic well position qm: 0.03518 nm
Charge difference m: 0.99499 electrons
Well energy including symmetric mode: -1.00500 eV
Crest energy including symmetric mode: -0.60000 eV
Adiabatic barrier: 0.40500 eV
Adiabatic barrier, converted: 39.08 kJ/mol
Undressed crossing energy lambda/4: 0.5000 eV
Electronic gap in well: 2.0000 eV
Electronic gap at crest: 0.2000 eV
Well vibrational quantum: 0.04549 eV
Crest frequency as energy: 0.13715 eV
Well attempt frequency: 1.0999e+13 1/s
Classical pair rate: 4.601e+06 1/s
Classical rate by quadrature: 4.599e+06 1/s
Classical pair rate at 300 K: 1.728e+06 1/s
Classical pair rate at 340 K: 1.092e+07 1/s
Site spacing: 0.380 nm
Number of neighbours: 12 sites
Diffusion coefficient, classical: 1.329e-08 cm2/s
Mobility, classical: 4.819e-07 cm2/Vs
Asperity contact length: 10.0 um
Pad speed: 1.0 m/s
Contact time: 10.00 us
Mean pair hops per contact, classical: 46.0 hops
Assumed site bias: 0.100 eV
Barrier from lower site: 0.4562 eV
Barrier from upper site: 0.3567 eV
Largest bias with two minima: 1.3898 eV
Tunnel splitting, isolated pair: 1.01e-10 eV
Splitting at classical threshold: 0.0231 eV
Tiny test bias: 1.0e-06 eV
Charge difference with tiny bias: 0.9946 electrons
Lambda where barrier equals zero-point energy: 0.3681 eV
Electronic-state correction at crest: 0.02612 eV
Quantum pair rate on plateau: 7.748e+06 1/s
Quantum/classical rate ratio: 1.684 (no unit)
Plateau spread, 30 to 50 fs: 0.05 percent
Heavy-lattice quantum/classical ratio: 1.030 (no unit)
Barrier if t is halved: 0.4512 eV
Barrier if t is doubled: 0.3200 eV
Barrier if lambda is 10 percent lower: 0.3556 eV
```
